# Four resistance states of a multiferroic tunnel junction

## Question

I am stuck on an exercise that looks like one line of arithmetic. A tunnel junction has a ferroelectric barrier between two magnetic electrodes. Reversing one magnetization changes the resistance by a factor of two, and reversing the ferroelectric polarization changes it by a factor of three. The factors are called "independent", and I am to list the four resistances, taking the lowest as 1.

Three of them are clear: 1, then 2 with only the magnet switched, then 3 with only the ferroelectric switched. For the fourth I can defend two answers. If the effects multiply I get 6. If each adds its own extra resistance, I get $1+1+2=4$. Both seem to treat the effects as independent. Which is right, and is there a physical reason for it? The same barrier carries both effects, so I don't see why one should ignore the other.

## Answer

### What "independent" has to mean

Write $R_{mf}$ for the resistance at small bias. Let $m=P$ or $A$ denote the magnetic alignment with low or high resistance, and $f=L$ or $H$ the ferroelectric polarity with low or high resistance. In units of $R_{PL}$, your data are

$$R_{PL}=1,\qquad R_{AL}=2,\qquad R_{PH}=3 .$$

These are three equations for four unknowns, so the data alone leave $R_{AH}$ free. The word "independent" must supply the fourth equation. Since the exercise speaks of resistance *factors*, the natural reading is that the magnetic factor is the same in both polarities:

$$\frac{R_{AH}}{R_{PH}}=\frac{R_{AL}}{R_{PL}}=2
\quad\Rightarrow\quad R_{AH}=2\times 3=6 .$$

The ferroelectric factor is then also the same in both alignments, because $R_{AH}/R_{AL}=6/2=3$. The four states are

| State | Resistance | Conductance |
|---|---|---|
| PL | 1 | 1 |
| AL | 2 | 1/2 |
| PH | 3 | 1/3 |
| AH | 6 | 1/6 |

Your answer 4 belongs to a different device: two separate resistors in series, one magnetic and one ferroelectric. There the *increments* are independent, $R_{AH}=R_{AL}+R_{PH}-R_{PL}=2+3-1=4$. The magnetic factor is then 2 in polarity L but only $4/3$ in polarity H, so the factors are not independent.

For general factors $a,b>1$ the states are $1,a,b,ab$. They are four distinct levels provided $a\neq b$; with equal factors the two middle states coincide. Here the closest pair in resistance ratio is 2 and 3, a ratio of 1.5. At a fixed read voltage the smallest current gap is one sixth of the PL current.

A useful measure of independence is

$$\chi=\frac{R_{AH}R_{PL}}{R_{AL}R_{PH}},\qquad R_{AH}=ab\,\chi .$$

Independent factors mean $\chi=1$; the series circuit above has $\chi=4/6=2/3$. Your suspicion about the shared barrier is the question whether $\chi=1$ in a tunnel junction. A simple model answers it.

### How polarity changes the barrier

Take a barrier of thickness $d$ and permittivity $\varepsilon_f$, with switchable polarization $P$ pointing to the right. The electrodes are short-circuited. Electrode $i$ has screening length $\lambda_i$ and permittivity $\varepsilon_i$, and I write $\ell_i=\lambda_i/\varepsilon_i$.

The negative bound charge at the left end of the ferroelectric draws a charge $+\sigma$ per area into the left electrode; the right electrode receives $-\sigma$. In linear (Thomas–Fermi) screening the charge density is $-\varepsilon_i\varepsilon_0\phi/\lambda_i^2$, and $\phi$ decays as $e^{-|x|/\lambda_i}$ from the interface. Integrating gives a charge per area of $-\varepsilon_0\phi/\ell_i$, with $\phi$ taken at the interface. The interface potentials are therefore $-\phi_L$ on the left and $+\phi_R$ on the right, where

$$\phi_i=\frac{\sigma\ell_i}{\varepsilon_0}.$$

Gauss's law in the barrier reads $\varepsilon_0\varepsilon_fE+P=\sigma$. The potential rise across it is $-Ed=\phi_L+\phi_R$, so

$$\frac{(P-\sigma)d}{\varepsilon_0\varepsilon_f}=\frac{\sigma(\ell_L+\ell_R)}{\varepsilon_0}
\quad\Rightarrow\quad
\sigma=\frac{Pd}{d+\varepsilon_f(\ell_L+\ell_R)} .$$

An electron has energy $-e\phi$. If the unpolarized barrier has height $U_0$ at both ends, its ends become

$$U_L=U_0+e\phi_L,\qquad U_R=U_0-e\phi_R .$$

Reversing $P$ reverses both shifts. The mean height changes by $e(\phi_L-\phi_R)$ between polarities, which requires unequal electrodes. For $\ell_L>\ell_R$, polarization to the right gives the higher mean barrier. I take this as state H, which is right when the electrodes differ enough for the mean barrier to decide the resistance, as in the device below.

### Transmission with both effects present

Consider normal incidence at the Fermi energy, a linear barrier with the free-electron mass, and electrodes with mass $m^*$ in units of $m_e$. Electrode band bending is left out of the matching for now. Define

$$c=\frac{\hbar^2}{2m_e},\quad \kappa(x)=\sqrt{\frac{U(x)}{c}},\quad s=\frac{\kappa'}{2\kappa}=\frac{U'}{4U},\quad S=\int_0^d\kappa\,dx .$$

For an electrode band whose bottom lies $E$ below the Fermi level, the wave number is $k=\sqrt{m^*E/c}$, and $v=k/m^*=\sqrt{E/(m^*c)}$ is the velocity in units of $\hbar/m_e$.

The WKB solutions in the barrier are $\kappa^{-1/2}e^{\mp\int\kappa dx}$, with logarithmic derivatives $-\kappa-s$ and $\kappa-s$. At the right end, let the outgoing wave have $\psi=1$. Continuity of $\psi'/m$ gives $\psi'=iv_R$ on the barrier side. Split $\psi=\alpha+\beta$ into the decaying and growing solutions:

$$\alpha+\beta=1,\qquad -(\kappa_R+s_R)\alpha+(\kappa_R-s_R)\beta=iv_R .$$

Multiply the first equation by $\kappa_R-s_R$ and subtract the second:

$$2\kappa_R\alpha=(\kappa_R-s_R)-iv_R .$$

Going back to the left end, $\alpha$ is multiplied by $\sqrt{\kappa_R/\kappa_L}\,e^{S}$, whereas $\beta$ shrinks as $e^{-S}$ and is dropped for a thick barrier. Hence

$$|\psi(0)|^2=\frac{\kappa_R}{\kappa_L}e^{2S}\,\frac{(\kappa_R-s_R)^2+v_R^2}{4\kappa_R^2},\qquad \psi'(0)=-(\kappa_L+s_L)\psi(0).$$

In the left electrode there are an incident amplitude $I$ and a reflected amplitude $B$, with $\psi(0)=I+B$ and $\psi'(0)=iv_L(I-B)$. Therefore

$$I=\frac12\left[\psi(0)+\frac{\psi'(0)}{iv_L}\right]
=\frac{\psi(0)}2\left[1+\frac{i(\kappa_L+s_L)}{v_L}\right].$$

The transmission is the ratio of fluxes, $T=v_R/(v_L|I|^2)$:

$$T=\frac{16\,v_Lv_R\,\kappa_L\kappa_R\,e^{-2S}}
{[v_L^2+(\kappa_L+s_L)^2]\,[v_R^2+(\kappa_R-s_R)^2]} .$$

### When the factors separate

Let the left electrode be a half-metal, so one spin carries the current. It enters the right majority band ($v_\uparrow$) in alignment P and the minority band ($v_\downarrow$) in alignment A. In the ratio $T_P/T_A$ the exponential and all left-electrode factors cancel. With $w=\kappa_R-s_R$, the magnetic factor is

$$M(w)=\frac{R_A}{R_P}=\frac{v_\uparrow}{v_\downarrow}\,
\frac{v_\downarrow^2+w^2}{v_\uparrow^2+w^2},\qquad
\chi=\frac{M(w_H)}{M(w_L)} .$$

This explains why multiplication is a sensible starting point: with a thick barrier and clearly unequal electrodes, polarity acts mainly through $e^{-2S}$, which both alignments share. It also locates the coupling. Polarity reaches $M$ through $w$, the decay rate at the right interface.

For $v_\uparrow>v_\downarrow$,

$$\frac{dM}{d(w^2)}=\frac{v_\uparrow}{v_\downarrow}\,
\frac{v_\uparrow^2-v_\downarrow^2}{(v_\uparrow^2+w^2)^2}>0 .$$

In state H the right end of the barrier is lower, which reduces $\kappa_R$. The slope term acts the other way, since $s_R<0$ in H and $s_R>0$ in L. To first order in the interface potentials, with $\kappa_0=\sqrt{U_0/c}$,

$$w_H-w_L=-\kappa_0\frac{e\phi_R}{U_0}+\frac{e(\phi_L+\phi_R)}{2U_0d}.$$

The first term wins when $\phi_R/(\phi_L+\phi_R)>1/(2\kappa_0d)$, as in the device below; then $w$ and $M$ are smaller in H and $\chi<1$. Several limits bring $\chi$ close to 1 in this model. If $w\gg v_\uparrow,v_\downarrow$, then $M\to v_\uparrow/v_\downarrow$, whatever the polarity; if $w\ll v_\uparrow,v_\downarrow$, then $M\to v_\downarrow/v_\uparrow$, again whatever the polarity. If the right electrode screens perfectly, $\phi_R=0$ and $U_R$ stays at $U_0$, so that $w$ changes only through the small slope term $s_R$. In the other direction, $M=1$ at $w^2=v_\uparrow v_\downarrow$; below that the two alignments exchange roles.

### A model device with factors 2 and 3

Take round parameters in the rough regime of a manganite/barium titanate/cobalt junction:

- Barrier: $d=2.5$ nm, $U_0=0.6$ eV, $\varepsilon_f=60$.
- Left electrode: $\lambda_L=0.2$ nm, $\varepsilon_L=10$, band depth 1.0 eV.
- Right electrode: $\lambda_R=0.05$ nm, $\varepsilon_R=5$, majority depth 1.5 eV.
- Electrode mass: $m^*=3$.

The screening lengths are separate inputs, not derived from these simple bands. The two parabolic bands on the right are a fitting device, not the band structure of cobalt, so the size and sign of $\chi-1$ found below belong to the model and are not a prediction for that junction. The polarization and minority depth are adjusted until a numerical solution of the scattering problem gives $R_{PH}=3$ and $R_{AL}=2$. This needs $P=9.66$ µC/cm² and a minority depth of 0.138 eV. The fourth resistance is then a prediction.

With $\ell_L=0.02$ nm and $\ell_R=0.01$ nm,

$$\frac{\sigma}{P}=\frac{2.5}{2.5+60(0.03)}=0.581,\qquad
\phi_L=0.127\ \text{V},\quad \phi_R=0.063\ \text{V}.$$

The mean barrier rises from 0.568 eV in L to 0.632 eV in H, and $S$ from 9.644 to 10.170. The action alone gives a polarity factor $e^{2(0.526)}=2.86$; the prefactors of $T$ supply the remaining 5%.

For the magnetic factor, $c=0.0381$ eV nm² gives $v_\uparrow^2=13.1$ and $v_\downarrow^2=1.21$ nm⁻², while $v_\uparrow/v_\downarrow=\sqrt{1.5/0.138}=3.30$. The right interface has $w_L=4.144$ and $w_H=3.788$ nm⁻¹, so

$$M_L=3.30\,\frac{1.21+17.17}{13.1+17.17}=2.00,\qquad
M_H=3.30\,\frac{1.21+14.35}{13.1+14.35}=1.87 .$$

With unrounded inputs $M_H=1.867$, so $\chi=0.933$ and $R_{AH}=3\times1.867=5.60$. The numerical scattering solution also gives 5.60, and its four transmissions agree with the WKB formula to within 0.5%. The device has factors of 2 and 3 when measured from PL, yet its fourth state lies 7% below the ideal 6.

To test the cause, set $\lambda_R=0$ and readjust $P$ and the minority depth to recover 2 and 3. The fourth state becomes 6.03. The small excess has the sign of the slope term: in H the barrier falls towards the right, so $s_R<0$ and $w$ is slightly larger than in L.

### What the simple model leaves out

The next table adds one omitted effect at a time to the original device, with its polarization and band depths held fixed. Each row is normalized to its own PL resistance.

| Effect included | AL | PH | AH | $\chi$ |
|---|---|---|---|---|
| None | 2.00 | 3.00 | 5.60 | 0.93 |
| Oblique incidence | 2.23 | 2.86 | 6.01 | 0.95 |
| Electrode band bending | 2.08 | 3.13 | 5.58 | 0.86 |
| Thermal smearing, 80 K | 1.98 | 3.01 | 5.56 | 0.93 |
| Thermal smearing, 300 K | 1.72 | 3.15 | 5.10 | 0.94 |
| Read bias, 20 mV taken wholly across the barrier, electrons flowing left to right | 1.93 | 2.98 | 5.36 | 0.93 |
| Left spin polarization 95% | 1.93 | 3.00 | 5.41 | 0.94 |

The oblique-incidence row is a warning. Its fourth state is close to 6, but its factors are no longer 2 and 3; their product is 6.36, and $\chi$ still shows the coupling. Band bending does the reverse: it barely moves AH, yet it doubles the departure of $\chi$ from 1. One must compare all four resistances, not just look for a 6. The 300 K row needs an energy window reaching over the barrier top, because the transmission rises almost as fast as the Fermi tail falls; the output below, which cuts the window at $\pm12\,k_BT$, gives 1.735 and 3.136 for AL and PH instead of 1.72 and 3.15.

Circuit elements matter too. A leak in parallel with an ideal junction, carrying 1% of the PL conductance, changes 6 to $1.01/(1/6+0.01)=5.72$. Series leads are harmless here: including oblique incidence, the PL resistance-area product is $1.3\times10^7$ Ω µm², or $3.1\times10^8$ Ω for 0.04 µm², against an assumed 10 kΩ of leads. An upper estimate of thermionic emission over the barrier at 300 K, counting both spins and no reflection, is $2\times10^{-4}$ of the zero-temperature tunnel conductance in state AH; it is largest in state AL, whose barrier top is lower, at $8\times10^{-4}$. At 80 K it is negligible.

### Beside a real junction

The thickness and barrier height are plausible for such oxide junctions, and the polarization is below the rough bulk value for barium titanate, 25 µC/cm². The resistance-area product is far too high for fast magnetic memory, where rough values are 1 to 10 Ω µm². A 20 mV read voltage falling wholly across the barrier would give a field of 0.08 MV/cm; because part of it drops in the electrodes, the model's screening reduces this by the factor 0.581 found above, to about 0.05 MV/cm. The depolarizing field is much larger, 0.76 MV/cm. That is comparable with a rough thin-film coercive field of 1 MV/cm, so the model's assumption that both polarities are stable needs checking in a real film. The model fixes $P$ by hand; with screening as weak as $\ell_L+\ell_R=0.03$ nm, a rough Landau estimate for compressively strained barium titanate puts the single-domain critical thickness near 3 to 5 nm, above the 2.5 nm used here. The 300 K row keeps the half-metal fully polarized, which a manganite electrode would not do.

The model also assumes that the bonding at the interfaces stays fixed when the polarization reverses. Atomic displacements at the interface can change the bonding and hence the spin polarization of the tunnelling electrons. The general result still tells you the consequence: with the other three states held at 1, 2 and 3, the fourth is $3M_H$. If $M_H$ fell to 1, AH would merge with PH at 3 and one memory level would be lost.

For your exercise, then, the answer is 1, 2, 3 and 6, with "independent" stated as $R_{AH}/R_{PH}=R_{AL}/R_{PL}$. For a real junction that equality is something to measure. The numerical output below gives the values used here in more detail.

## Table of computed values

```
ideal resistances PL, AL, PH, AH: 1.000, 2.000, 3.000, 6.000
ideal conductances PL, AL, PH, AH: 1.000, 0.500, 0.333, 0.167
fourth state for two resistors in series: 4.000
barrier thickness 2.5 nm, height 0.6 eV
barrier permittivity 60, barrier mass 1 m_e
left screening length 0.2 nm, permittivity 10
right screening length 0.05 nm, permittivity 5
electrode mass 3 m_e, left band depth 1.0 eV
right majority band depth 1.5 eV
tuned right minority band depth 0.1380 eV
tuned polarization 9.657 uC/cm2
screening charge / polarization 0.5814
interface potentials left 0.1268 V, right 0.0634 V
L: barrier ends 0.4732, 0.6634 eV, mean 0.5683 eV
L: action S 9.6440, w 4.1441 1/nm
H: barrier ends 0.7268, 0.5366 eV, mean 0.6317 eV
H: action S 10.1701, w 3.7883 1/nm
polarity factor from the action alone 2.864
PL: transmission 1.6358e-08, WKB 1.6295e-08
AL: transmission 8.1789e-09, WKB 8.1467e-09
PH: transmission 5.4526e-09, WKB 5.4367e-09
AH: transmission 2.9210e-09, WKB 2.9120e-09
scattering resistances PL, AL, PH, AH: 1.000, 2.000, 3.000, 5.600
magnetic factor formula: L 2.0002, H 1.8670
defect chi: scattering 0.9334, formula 0.9334
perfect right screening, retuned: 1.000, 2.000, 3.000, 6.025
  its polarization 4.233 uC/cm2, minority depth 0.1274 eV
neglected effects, resistances PL, AL, PH, AH:
oblique incidence included: 1.000, 2.226, 2.857, 6.012
electrode band bending included: 1.000, 2.084, 3.125, 5.576
thermal smearing at 80 K: 1.000, 1.982, 3.007, 5.563
thermal smearing at 300 K: 1.000, 1.735, 3.136, 5.097
read bias 20 mV: 1.000, 1.928, 2.983, 5.363
left spin polarization 0.95: 1.000, 1.927, 2.997, 5.413
ideal states with parallel leak 0.01 of PL: 1.000, 1.980, 2.942, 5.717
resistance-area product of PL 1.257e+07 ohm um2
PL resistance for 0.04 um2: 3.142e+08 ohm
series lead 10000 ohm / PL resistance 3.18e-05
thermionic / AH tunnel conductance at 80 K: 1.38e-38
thermionic / AH tunnel conductance at 300 K: 1.95e-04
depolarizing field 0.761 MV/cm
read field 0.080 MV/cm
```
